# Why inert gas in an ampoule barely raises precursor partial pressure

**Q:** My liquid precursor sits at 350 K, where its vapour pressure is 100 Torr. That is too little for my doses, so I plan to add 760 Torr of nitrogen to the ampoule. The gauge will read about 860 Torr instead of 100, and the precursor pressure should go up with it.

**A:** The gauge reads the sum of the partial pressures,

\[
P=p_1+p_2 ,
\]

with \(p_1\) for the precursor and \(p_2\) for the nitrogen. If the precursor followed the gauge, its pressure would rise by the factor \((100+760)/100=8.60\). But nitrogen molecules account for the added reading by themselves. Whether \(p_1\) changes is a separate question, and the balance between liquid and vapour decides it.

**Q:** The nitrogen also presses on the liquid. Surely that squeezes molecules out of it?

**A:** It does, and the size of the effect can be calculated. Assume for now a pure liquid with a flat surface, a fixed temperature \(T\), full equilibrium, an ideal vapour, and nitrogen that does not dissolve.

At equilibrium the precursor has the same chemical potential \(\mu_1\) in both phases. Before filling, both phases are at the pure vapour pressure \(p_0\):

\[
\mu_1^{\rm liq}(T,p_0)=\mu_1^{\rm vap}(T,p_0).
\]

After filling, the liquid feels the total pressure \(P\), while the chemical potential of an ideal vapour depends on its own partial pressure:

\[
\mu_1^{\rm liq}(T,P)=\mu_1^{\rm vap}(T,p_1).
\]

Subtract the first equation from the second. For a pure liquid at fixed temperature, \(d\mu_1=V\,dP\), where \(V\) is its molar volume. Taking \(V\) as constant, the left side becomes \(V(P-p_0)\). For the ideal vapour, \(d\mu_1=RT\,dp_1/p_1\), so the right side becomes \(RT\ln(p_1/p_0)\). Hence

\[
\ln\frac{p_1}{p_0}=\frac{V(P-p_0)}{RT}.
\]

This is the Poynting equation. The sign agrees with your picture: compression raises the chemical potential of the liquid, and the vapour must become denser to match it.

**Q:** And the number for my ampoule?

**A:** Take \(V=100\ \mathrm{cm^3/mol}=10^{-4}\ \mathrm{m^3/mol}\). Since \(P=p_1+p_2\), the pressure rise is \(P-p_0=p_2+(p_1-p_0)\). Drop the small bracket for the moment. With \(p_2=101325\) Pa,

\[
Vp_2=10^{-4}\times101325=10.13\ \mathrm{J/mol},\qquad RT=2910.1\ \mathrm{J/mol},
\]

\[
\frac{Vp_2}{RT}=0.003482,\qquad \frac{p_1}{p_0}=e^{0.003482}=1.00349 .
\]

The partial pressure rises by 0.35 percent, from 100 to 100.35 Torr. Restoring the dropped bracket adds \(V(p_1-p_0)/RT\) to the exponent, which changes the ratio by 1.6 parts per million.

If you instead fill until the total is 760 Torr, you add about 660 Torr, and the boost is 0.30 percent. "One atmosphere added" and "one atmosphere total" are different conditions.

**Q:** Why is it so small? An atmosphere is several times the vapour pressure.

**A:** The vapour pressure is the wrong yardstick. Write the exponent as

\[
\frac{Vp_2}{RT}=\frac{V}{RT/p_2}.
\]

The denominator is the volume of one mole of ideal gas at the added pressure, about 28,700 cm³ here. The exponent compares the molar volume of a liquid with that of a gas. Equivalently, the added pressure raises the chemical potential of the liquid by about 10 J/mol, against a thermal scale \(RT\) of about 2900 J/mol.

The pure vapour pressure has dropped out of this ratio. A precursor with \(p_0=1\) Torr and the same molar volume gains the same 0.35 percent, which is then 0.0035 Torr. With an ideal vapour, and at the same temperature and added pressure, a low-volatility precursor gains a larger percentage only if its molar volume is larger: at 200 cm³/mol the boost is about 0.70 percent.

**Q:** You assumed an ideal vapour. Nitrogen and a heavy precursor molecule attract each other. Could that pull more precursor into the gas?

**A:** Yes, and this term can exceed the Poynting term. Let \(\rho_1\) and \(\rho_2\) be the molar densities of precursor and nitrogen in the vapour. I now define partial pressure as \(p_1=\rho_1RT\), because this measures how much precursor a given headspace volume contains. In a real vapour, partial pressures defined this way add up only approximately to the gauge reading. For a dilute real mixture, the Helmholtz energy per volume \(f\) obeys

\[
\frac{f}{RT}=\sum_i\rho_i\left(\ln\rho_i-1+c_i\right)+\sum_{i,j}B_{ij}\rho_i\rho_j ,
\]

where \(c_i\) depends on temperature alone and \(B_{ij}\) are the second virial coefficients. Differentiating with respect to \(\rho_1\) gives

\[
\mu_1^{\rm vap}=RT\left(\ln\rho_1+c_1+2B_{11}\rho_1+2B_{12}\rho_2\right).
\]

The factor 2 in the last term arises because the double sum contains both \(B_{12}\rho_1\rho_2\) and \(B_{21}\rho_2\rho_1\). When attraction dominates, \(B_{12}\) is negative, and nitrogen lowers the chemical potential of the precursor vapour. More precursor then evaporates before equilibrium is restored.

**Q:** Then nitrogen dissolving in the liquid should matter too.

**A:** It acts the other way. At fixed temperature the Gibbs–Duhem relation for the liquid, written per volume, is

\[
\rho_1^{\rm liq}d\mu_1+\rho_2^{\rm liq}d\mu_2=dP .
\]

For a sparingly soluble gas, \(\rho_2^{\rm liq}=K\rho_2\) with constant \(K\). Nitrogen has the same chemical potential in both phases, so to leading order \(d\mu_2=RT\,d\rho_2/\rho_2\), and the second term is \(KRT\,d\rho_2\). Use \(\rho_1^{\rm liq}\approx1/V\) and multiply by \(V\):

\[
d\mu_1=V\,dP-VKRT\,d\rho_2 .
\]

Integrate from no nitrogen to density \(\rho_2\). To leading order the pressure rise is \(p_2=RT\rho_2\), and \(VK\rho_2=V\rho_2^{\rm liq}\) is the dissolved mole fraction \(x_2\). Therefore

\[
\Delta\mu_1^{\rm liq}=Vp_2-RTx_2 .
\]

The change in the vapour, with \(\rho_{1,0}\) the precursor density before filling, is

\[
\Delta\mu_1^{\rm vap}=RT\left[\ln\frac{\rho_1}{\rho_{1,0}}+2B_{11}(\rho_1-\rho_{1,0})+2B_{12}\rho_2\right].
\]

For a small change, the \(B_{11}\) term is close to \(2B_{11}\rho_{1,0}\ln(\rho_1/\rho_{1,0})\), so it alters the result only by the relative amount \(-2B_{11}\rho_{1,0}\). The coefficient itself is not small (about \(-800\ \mathrm{cm^3/mol}\) in the model below), but the precursor vapour is dilute, about 4.6 mol/m³ at 100 Torr, so the correction is about 0.7 percent of the effect and I drop it. Equating the two changes and dividing by \(RT\) gives

\[
\ln\frac{\rho_1}{\rho_{1,0}}=(V-2B_{12})\rho_2-x_2 .
\]

With \(B_{12}=0\) and \(x_2=0\), this returns the Poynting result. If repulsion dominates and \(B_{12}\) is positive, the vapour term opposes the Poynting term.

**Q:** How large are these corrections? If they are large, 0.35 percent tells me little.

**A:** A van der Waals mixture gives their size. Its Helmholtz energy per volume, apart from terms that cancel between the phases, is

\[
f=RT\left[\sum_i\rho_i(\ln\rho_i-1)-\rho\ln\Big(1-\sum_i b_i\rho_i\Big)\right]-\sum_{i,j}a_{ij}\rho_i\rho_j ,
\]

with \(\rho=\rho_1+\rho_2\). Here \(b_i\) represents molecular size and \(a_{ij}\) attraction. At low density the logarithm contributes \(+RT\rho\sum_i b_i\rho_i\), whose cross term is \(RT(b_1+b_2)\rho_1\rho_2\). The attraction contributes \(-2a_{12}\rho_1\rho_2\). Comparing with \(2RTB_{12}\rho_1\rho_2\) gives

\[
B_{12}=\frac{b_1+b_2}{2}-\frac{a_{12}}{RT}.
\]

The precursor constants are fitted to the chosen liquid volume and vapour pressure. The gas has rough nitrogen-like constants, and \(a_{12}=\sqrt{a_{11}a_{22}}\) is an assumed combining rule. The result is \(B_{12}=-142\ \mathrm{cm^3/mol}\), and the contributions to the logarithm at one added atmosphere are

\[
\underbrace{0.35\%}_{\text{Poynting}}+\underbrace{0.99\%}_{\text{vapour attraction}}-\underbrace{0.07\%}_{\text{dissolved gas}}=1.27\% .
\]

Taking the exponential turns this into a boost of 1.28 percent. Solving the equilibrium of the same model numerically, without the first-order expansion, gives 1.29 percent. For a more weakly attracting gas, the formula and the numerical solution both give 0.48 percent.

So 0.35 percent is the Poynting part, not an upper limit on the whole effect. In this model the whole effect is still near one percent, nowhere near a factor of 8.60.

**Q:** Does the answer depend on how you define partial pressure?

**A:** At this level, yes. Another definition is \(y_1P\), with \(y_1=\rho_1/\rho\) the mole fraction in the vapour. Write the total pressure as \(P=Z\rho RT\), so that \(Z=1\) for an ideal gas. Then

\[
y_1P=\frac{\rho_1}{\rho}\,Z\rho RT=Z\rho_1RT .
\]

Filling changes \(Z\) as well as \(\rho_1\). In the nitrogen-like case \(y_1P\) rises by 1.47 percent, compared with 1.29 percent for \(\rho_1RT\). For the weakly attracting gas the figures are 0.85 and 0.48 percent. The definitions coincide for an ideal vapour, and neither rescues the large boost.

**Q:** Can the Poynting part be separated from all this, to see that it is right?

**A:** Yes, in the same model. Close the liquid to the gas, so that \(x_2=0\), and choose \(a_{12}\) so that \(B_{12}=0\). The numerical equilibrium then gives a density boost of 0.351 percent at \(p_0=100\) Torr and 0.348 percent at 1 Torr, against 0.349 percent from the ideal formula. At 200 cm³/mol and 1 Torr it gives 0.698 percent. The assumption of constant liquid volume is also good here: one atmosphere shrinks the model liquid by about 0.006 percent.

**Q:** Then I need more nitrogen. When does the boost become useful?

**A:** For a 10 percent Poynting boost, set \(p_1/p_0=1.1\) and solve for the pressure rise:

\[
\Delta P=\frac{RT\ln1.1}{V}=\frac{2910.1\times0.0953}{10^{-4}}\ \mathrm{Pa}\approx2.8\ \mathrm{MPa},
\]

or 27.4 atm. With vapour attraction included, less is needed. Extending the first-order 1.27 percent per atmosphere to \(\ln1.1=9.53\) percent suggests about 7.5 atm for the nitrogen-like gas. That is an extrapolation, not a solution of the model at that pressure.

Temperature is a far stronger control. For the pure liquid and its vapour, equal chemical potentials along the coexistence line require

\[
-S_{\rm liq}\,dT+V\,dp_0=-S_{\rm vap}\,dT+V_{\rm vap}\,dp_0 ,
\]

where \(S\) is molar entropy and \(V_{\rm vap}\) is the molar volume of the vapour. Collect terms and use \(S_{\rm vap}-S_{\rm liq}=\Delta H/T\), where \(\Delta H\) is the heat of vaporisation:

\[
\frac{dp_0}{dT}=\frac{\Delta H}{T(V_{\rm vap}-V)} .
\]

Neglect \(V\) beside \(V_{\rm vap}=RT/p_0\) and divide by \(p_0\):

\[
\frac{d\ln p_0}{dT}=\frac{\Delta H}{RT^2}.
\]

With \(\Delta H=38\) kJ/mol this is 3.73 percent per kelvin. The warming that matches the Poynting exponent follows from \(\Delta H\,\delta T/(RT^2)=Vp_2/(RT)\):

\[
\delta T=\frac{Vp_2T}{\Delta H}=\frac{10.13\times350}{38000}\ \mathrm{K}=0.093\ \mathrm{K}.
\]

Through the Poynting effect, one atmosphere of nitrogen raises the precursor pressure as much as warming by about a tenth of a kelvin. At the same 3.73 percent per kelvin, even a boost of 1.29 percent, the model's full effect, corresponds to only about 0.34 K. In the van der Waals model itself, whose vapour pressure rises more slowly with temperature, the same gain in vapour density takes about half a kelvin.

**Q:** So what does the nitrogen change, if not the precursor pressure?

**A:** Mainly the composition of the vapour. Before filling, the precursor mole fraction is 1. Afterwards, in the ideal case,

\[
y_1=\frac{100.35}{100.35+760}=0.117 .
\]

What this means for a dose depends on what you hold fixed. Suppose each dose removes the same volume \(V_h\) of well-mixed, saturated headspace at the same temperature. It contains \(n_1=p_1V_h/RT\) moles of precursor, so the amount changes by the same percentage as \(p_1\), now accompanied by a large amount of nitrogen. Saturation also takes longer than without nitrogen, because the precursor must diffuse through it. With a diffusivity of order 0.1 cm²/s, a still headspace 5 cm deep needs a time of order \(5^2/0.1=250\) s, so rapid doses may fall short of this amount.

Suppose instead that a steady nitrogen flow \(F_2\) passes through the ampoule and leaves saturated. For an ideal vapour, the molar flows leave in the ratio of the partial pressures:

\[
\frac{F_1}{F_2}=\frac{p_1}{p_2}=\frac{p_1}{P-p_1}.
\]

At 760 Torr of nitrogen this is \(100.35/760=0.132\). At fixed \(F_2\), raising the ampoule pressure increases the denominator while \(p_1\) hardly moves, so the precursor flow falls.

**Q:** But if I open a valve for a fixed time, the higher pressure pushes gas out faster.

**A:** It can, and then the delivered amount may change. That is a matter of flow through the valve and lines, which this equilibrium calculation does not determine. A larger dose in such a trial would not show that the precursor's partial pressure in the ampoule had risen.

**Q:** How close are these numbers to a real precursor?

**A:** They are round values in the regime of titanium tetrachloride, whose liquid molar volume is roughly 110 cm³/mol and whose vapour pressure at 350 K is of order 100 Torr. For an ampoule kept nearer room temperature, at 300 K with \(V\) and \(p_2\) unchanged, the Poynting exponent becomes \(0.003482\times350/300=0.0041\), still under half a percent. That is the Poynting part alone. In the van der Waals expression for \(B_{12}\), the attraction term \(-a_{12}/RT\) also grows in size on cooling, so the whole effect can be larger.

The van der Waals liquid is a cruder stand-in. Its vapour pressure rises by 2.8 percent per kelvin, against 3.7 percent for the chosen heat of vaporisation, so its vapour-attraction term indicates a size and is not a property of titanium tetrachloride. In a working ampoule, one assumption to watch is constant temperature, because evaporation removes heat from the liquid. If the surface is 1 K colder than the controller reading, the vapour pressure there is about 3.7 percent lower, roughly ten times the Poynting gain. The numerical output lists the values behind these comparisons.

**Q:** Then I should leave the nitrogen out and raise the temperature?

**A:** If equilibrium partial pressure is what limits your dose, temperature is the control to use, provided the precursor stays stable and the lines downstream are warm enough to prevent condensation. If the limit is how quickly vapour leaves the ampoule, added nitrogen may still be worth testing, with enough time between doses for the headspace to saturate again. Judge that test by the precursor delivered, because the gauge mostly reports the nitrogen you put in.

## Values computed for the example and the checks

```
INPUTS (round values, TiCl4-like regime)
temperature: 350 K
liquid molar volume: 100 cm3/mol
pure vapour pressure: 100 Torr
added inert pressure: 760 Torr
heat of vaporisation: 38 kJ/mol
POYNTING EFFECT, IDEAL VAPOUR
R*T: 2910.1 J/mol
V*p2: 10.1325 J/mol
exponent V*p2/(R*T): 0.003482
boost, 1 atm added: 0.3488 percent
boost, filled to 1 atm total: 0.3028 percent
extra boost from implicit equation: 1.60 ppm
new precursor partial pressure: 100.349 Torr
rise of partial pressure: 0.349 Torr
factor if precursor followed gauge: 8.60
precursor mole fraction after filling: 0.1166
added pressure for 10 percent boost: 27.4 atm
HEATING COMPARISON
vapour pressure slope: 3.73 percent/K
warming equal to Poynting boost: 0.0933 K
model slope, numerical: 2.831 percent/K
model slope, heating law: 2.819 percent/K
MODEL LIQUID CLOSED TO GAS, B12 = 0
V 100 cm3/mol, p0 100 Torr, p2 1.0 atm:
  density boost 0.3507, fugacity boost 0.3488 percent
V 100 cm3/mol, p0 1 Torr, p2 1.0 atm:
  density boost 0.3482, fugacity boost 0.3487 percent
V 200 cm3/mol, p0 1 Torr, p2 1.0 atm:
  density boost 0.6977, fugacity boost 0.6986 percent
V 100 cm3/mol, p0 100 Torr, p2 27.4 atm:
  density boost 9.5510, fugacity boost 9.9321 percent
liquid shrinkage at 1 atm: 0.0057 percent
MODEL WITH INTERACTING, SOLUBLE GAS AT 1 ATM
nitrogen-like: B12 -142.3 cm3/mol
  vapour attraction term -2*B12*rho2: 0.991 percent
  dissolved gas mole fraction: 0.0700 percent
  first-order boost: 1.277 percent
  numerical boost of rho1*R*T: 1.286 percent
  numerical boost of y1*P: 1.471 percent
  precursor mole fraction in vapour: 0.1180
weakly attracting: B12 -21.2 cm3/mol
  vapour attraction term -2*B12*rho2: 0.148 percent
  dissolved gas mole fraction: 0.0203 percent
  first-order boost: 0.477 percent
  numerical boost of rho1*R*T: 0.480 percent
  numerical boost of y1*P: 0.846 percent
  precursor mole fraction in vapour: 0.1172
```
